# Even and odd phase shifts of a mirror-symmetric scatterer: test program

```python
"""Mirror-symmetric scatterer in one dimension: V(x) = V(-x), V real.

Result under test, with phases referred to the mirror centre:
  r + t = exp(2i de),  r - t = -exp(2i do),
  T = cos^2(de - do),  r/t = i tan(de - do), so r and t are 90 degrees apart.
r, t   : reflection and transmission amplitudes
de, do : phase shifts of the even and odd solutions,
         cos(k x + de) and sin(k x + do) to the right of the scatterer
S      : maps incoming (left, right) to outgoing (left, right) amplitudes
Lengths are in nm and energies in eV.
S comes from integration over the full scatterer without using parity;
de and do come from separate integrations over the right half only.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.constants import hbar, m_e, e

KINETIC = hbar**2 / (2 * m_e) / e * 1e18   # hbar^2/(2m) in eV nm^2


def wave_number(energy):
    return np.sqrt(energy / KINETIC)


def propagate(potential, energy, start, end):
    """Matrix taking (psi, psi') at start to (psi, psi') at end."""
    def rhs(x, y):
        factor = (potential(x) - energy) / KINETIC
        return np.array([y[2], y[3], factor * y[0], factor * y[1]])
    initial = np.array([1, 0, 0, 1], dtype=complex)
    sol = solve_ivp(rhs, (start, end), initial, method="DOP853",
                    rtol=1e-11, atol=1e-12, max_step=0.05)
    assert sol.success
    return sol.y[:, -1].reshape(2, 2)


def s_matrix(potential, energy, edge):
    k = wave_number(energy)
    m = propagate(potential, energy, -edge, edge)
    minus, plus = np.exp(-1j * k * edge), np.exp(1j * k * edge)
    left_in = minus * np.array([1, 1j * k])
    left_out = plus * np.array([1, -1j * k])
    right_in = minus * np.array([1, -1j * k])
    right_out = plus * np.array([1, 1j * k])
    outgoing = np.column_stack([m @ left_out, -right_out])
    incoming = np.column_stack([-(m @ left_in), right_in])
    return np.linalg.solve(outgoing, incoming)


def reduce_phase(angle):
    """Phase shifts are defined modulo pi; choose the one nearest zero."""
    return (angle + np.pi / 2) % np.pi - np.pi / 2


def parity_shifts(potential, energy, edge):
    k = wave_number(energy)
    m = propagate(potential, energy, 0.0, edge).real
    even = np.arctan2(-m[1, 0] / k, m[0, 0]) - k * edge
    odd = np.arctan2(m[0, 1], m[1, 1] / k) - k * edge
    return reduce_phase(even), reduce_phase(odd)


def check_symmetric(potential, energy, edge):
    s = s_matrix(potential, energy, edge)
    de, do = parity_shifts(potential, energy, edge)
    r, t = s[0, 0], s[1, 0]
    tol = 1e-7   # accumulated integration error
    assert abs(s[1, 1] - r) < tol and abs(s[0, 1] - t) < tol
    assert np.allclose(s.conj().T @ s, np.eye(2), atol=tol)
    even_vec, odd_vec = np.array([1, 1]), np.array([1, -1])
    assert np.allclose(s @ even_vec, np.exp(2j * de) * even_vec, atol=tol)
    assert np.allclose(s @ odd_vec, -np.exp(2j * do) * odd_vec, atol=tol)
    mean_phase = np.exp(1j * (de + do))
    assert abs(t - mean_phase * np.cos(de - do)) < tol
    assert abs(r - 1j * mean_phase * np.sin(de - do)) < tol
    assert abs(abs(t)**2 - np.cos(de - do)**2) < tol
    assert abs((r * np.conj(t)).real) < tol
    return r, t, de, do


def degrees(z):
    return np.degrees(np.angle(z))


# Rectangular barrier: only its interior is integrated, where V is constant.
height, half_width, energy = 0.5, 0.25, 0.3


def barrier(x):
    return height


r, t, de, do = check_symmetric(barrier, energy, half_width)
k = wave_number(energy)
kappa = wave_number(height - energy)
th = np.tanh(kappa * half_width)
de_formula = -k * half_width - np.arctan(kappa / k * th)
do_formula = -k * half_width + np.arctan(k / kappa * th)
assert abs(reduce_phase(de_formula - de)) < 1e-7
assert abs(reduce_phase(do_formula - do)) < 1e-7
tan_formula = (-(k**2 + kappa**2) / (2 * k * kappa)
               * np.sinh(2 * kappa * half_width))
assert abs(r / t - 1j * tan_formula) < 1e-7
T_formula = 1 / (1 + tan_formula**2)
assert abs(abs(t)**2 - T_formula) < 1e-7

print("RECTANGULAR BARRIER, free-electron mass")
print(f"hbar^2/(2m) = {KINETIC:.6f} eV nm^2")
print(f"height = {height:.3f} eV, full width = {2*half_width:.3f} nm")
print(f"energy = {energy:.3f} eV")
print(f"k = {k:.5f} 1/nm, kappa = {kappa:.5f} 1/nm")
print(f"k a = {k*half_width:.5f}, kappa a = {kappa*half_width:.5f}")
print(f"tanh(kappa a) = {th:.5f}")
print(f"even phase shift = {de:.5f} rad = {np.degrees(de):.3f} deg")
print(f"odd phase shift  = {do:.5f} rad = {np.degrees(do):.3f} deg")
print(f"even minus odd = {de-do:.5f} rad = {np.degrees(de-do):.3f} deg")
print(f"tan(even minus odd) = {np.tan(de-do):.5f}")
print(f"r = {r.real:.5f} {r.imag:+.5f} i")
print(f"t = {t.real:.5f} {t.imag:+.5f} i")
print(f"phase of r = {degrees(r):.3f} deg")
print(f"phase of t = {degrees(t):.3f} deg")
print(f"phase of r/t = {degrees(r/t):.3f} deg")
print(f"T from integration = {abs(t)**2:.6f}")
print(f"T from phase shifts = {np.cos(de-do)**2:.6f}")
print(f"T from barrier formula = {T_formula:.6f}")
print(f"R from integration = {abs(r)**2:.6f}")

# Above the barrier: the relative phase changes sign at perfect transmission.
resonance = height + KINETIC * (np.pi / (2 * half_width))**2
print("ABOVE THE SAME BARRIER")
print(f"first perfect-transmission energy = {resonance:.5f} eV")
signs = []
for high_energy in (1.0, resonance, 3.0):
    rh, th_amp, _, _ = check_symmetric(barrier, high_energy, half_width)
    kh, q = wave_number(high_energy), wave_number(high_energy - height)
    tan_above = (-(kh**2 - q**2) / (2 * kh * q)
                 * np.sin(2 * q * half_width))
    assert abs(rh / th_amp - 1j * tan_above) < 1e-7
    if high_energy == resonance:
        assert abs(rh) < 1e-7
        print(f"E = {high_energy:.5f} eV: T = {abs(th_amp)**2:.6f}, r vanishes")
    else:
        signs.append(np.sign((rh / th_amp).imag))
        print(f"E = {high_energy:.5f} eV: T = {abs(th_amp)**2:.6f}, "
              f"phase of r/t = {degrees(rh/th_amp):.3f} deg")
assert signs == [-1.0, 1.0]

# Smooth double hump; the Gaussian tails are negligible at the window edge.
edge, hump_distance, hump_width, hump_height = 1.5, 0.3, 0.15, 0.8


def humps(x, left=hump_height, right=hump_height):
    return (left * np.exp(-((x + hump_distance) / hump_width)**2)
            + right * np.exp(-((x - hump_distance) / hump_width)**2))


print("SMOOTH DOUBLE HUMP, V = sum of h exp(-((x -+ d)/w)^2)")
print(f"h = {hump_height:.2f} eV, d = {hump_distance:.2f} nm, "
      f"w = {hump_width:.2f} nm")
for hump_energy in (0.2, 0.5, 1.1):
    rs, ts, des, dos = check_symmetric(humps, hump_energy, edge)
    print(f"E = {hump_energy:.2f} eV: T = {abs(ts)**2:.6f}, "
          f"cos^2 = {np.cos(des-dos)**2:.6f}, "
          f"phase of r/t = {degrees(rs/ts):.3f} deg")

# Displaced centre: reflection phases shift, transmission does not.
test_energy, shift = 0.5, 0.2
k_test = wave_number(test_energy)
centred = s_matrix(humps, test_energy, edge)
moved = s_matrix(lambda x: humps(x - shift), test_energy, edge)
turn = np.exp(2j * k_test * shift)
assert abs(moved[0, 0] - turn * centred[0, 0]) < 1e-7
assert abs(moved[1, 1] - centred[1, 1] / turn) < 1e-7
assert abs(moved[1, 0] - centred[1, 0]) < 1e-7
print(f"DOUBLE HUMP DISPLACED by {shift:.2f} nm, E = {test_energy:.2f} eV")
print(f"2 k x0 = {np.degrees(2*k_test*shift):.3f} deg")
print(f"phase of r/t from left = {degrees(moved[0,0]/moved[1,0]):.3f} deg")
print(f"phase of r/t from right = {degrees(moved[1,1]/moved[1,0]):.3f} deg")

# Unequal humps: only the product of the two reflection ratios is fixed.
weak_height = 0.4
uneven = s_matrix(lambda x: humps(x, right=weak_height), test_energy, edge)
ratio_left = uneven[0, 0] / uneven[1, 0]
ratio_right = uneven[1, 1] / uneven[1, 0]
product = ratio_left * ratio_right
assert abs(uneven[1, 0] - uneven[0, 1]) < 1e-7
assert abs(product.imag) < 1e-6 and product.real < 0
assert abs(abs(degrees(ratio_left)) - 90) > 1
print(f"UNEQUAL HUMPS, right height {weak_height:.2f} eV, "
      f"E = {test_energy:.2f} eV")
print(f"phase of r/t from left = {degrees(ratio_left):.3f} deg")
print(f"phase of r/t from right = {degrees(ratio_right):.3f} deg")
print(f"r_left r_right / t^2 = {product.real:.6f}")

# Absorbing rectangular barrier: symmetric, but flux is lost.
absorption = 0.1
lossy = s_matrix(lambda x: height - 1j * absorption, energy, half_width)
r_loss, t_loss = lossy[0, 0], lossy[1, 0]
assert abs(lossy[1, 1] - r_loss) < 1e-7
assert abs(r_loss + t_loss) < 1 - 1e-4
assert abs(r_loss - t_loss) < 1 - 1e-4
assert abs(abs(degrees(r_loss / t_loss)) - 90) > 1
print(f"ABSORBING BARRIER, Im V = {-absorption:.2f} eV, E = {energy:.2f} eV")
print(f"R + T = {abs(r_loss)**2 + abs(t_loss)**2:.6f}")
print(f"|r + t| = {abs(r_loss+t_loss):.6f}, |r - t| = {abs(r_loss-t_loss):.6f}")
print(f"phase of r/t = {degrees(r_loss/t_loss):.3f} deg")

print("every check passed")
```

Printed output:

```
RECTANGULAR BARRIER, free-electron mass
hbar^2/(2m) = 0.038100 eV nm^2
height = 0.500 eV, full width = 0.500 nm
energy = 0.300 eV
k = 2.80607 1/nm, kappa = 2.29115 1/nm
k a = 0.70152, kappa a = 0.57279
tanh(kappa a) = 0.51740
even phase shift = -1.10123 rad = -63.096 deg
odd phase shift  = -0.13670 rad = -7.832 deg
even minus odd = -0.96454 rad = -55.264 deg
tan(even minus odd) = -1.44224
r = -0.77668 -0.26852 i
t = 0.18618 -0.53852 i
phase of r = -160.928 deg
phase of t = -70.928 deg
phase of r/t = -90.000 deg
T from integration = 0.324668
T from phase shifts = 0.324668
T from barrier formula = 0.324668
R from integration = 0.675332
ABOVE THE SAME BARRIER
first perfect-transmission energy = 2.00412 eV
E = 1.00000 eV: T = 0.894529, phase of r/t = -90.000 deg
E = 2.00412 eV: T = 1.000000, r vanishes
E = 3.00000 eV: T = 0.994844, phase of r/t = 90.000 deg
SMOOTH DOUBLE HUMP, V = sum of h exp(-((x -+ d)/w)^2)
h = 0.80 eV, d = 0.30 nm, w = 0.15 nm
E = 0.20 eV: T = 0.035845, cos^2 = 0.035845, phase of r/t = -90.000 deg
E = 0.50 eV: T = 0.799741, cos^2 = 0.799741, phase of r/t = -90.000 deg
E = 1.10 eV: T = 0.658044, cos^2 = 0.658044, phase of r/t = 90.000 deg
DOUBLE HUMP DISPLACED by 0.20 nm, E = 0.50 eV
2 k x0 = 83.024 deg
phase of r/t from left = -6.976 deg
phase of r/t from right = -173.024 deg
UNEQUAL HUMPS, right height 0.40 eV, E = 0.50 eV
phase of r/t from left = 173.461 deg
phase of r/t from right = 6.539 deg
r_left r_right / t^2 = -0.169223
ABSORBING BARRIER, Im V = -0.10 eV, E = 0.30 eV
R + T = 0.721215
|r + t| = 0.724100, |r - t| = 0.958180
phase of r/t = -107.084 deg
every check passed
```
